# Mean-field and exact condensation temperatures of a square adsorbate lattice gas

## Question

Adsorbates sit on a square lattice of $N$ sites with periodic boundaries. Site $i$ is empty ($n_i=0$) or occupied ($n_i=1$), and neighbouring adsorbates attract with energy $\epsilon>0$:

$$H=-\epsilon\sum_{\langle ij\rangle}n_in_j-\mu\sum_i n_i .$$

The chemical potential $\mu$ is measured from the energy of an isolated adsorbate on its site. The layer is in equilibrium with a reservoir, and $\theta=\langle n_i\rangle$ is the coverage.

(a) Map the model onto an Ising model. At which $\mu$ can a dense and a dilute phase coexist?

(b) Find the critical temperature in mean-field theory.

(c) Find the exact critical temperature of the infinite lattice from the row transfer matrix. By how much is mean field in error?

(d) Which correlation does mean field miss at the true critical point? Is mean field also wrong at low temperature?

(e) Take $\epsilon=0.12$ eV and a site spacing of 0.4 nm. What do the two theories predict at 850 K?

(f) Estimate how effects left out of $H$ move the answer to (e), and relate the model to a real growth surface.

## Model answers

### (a) Ising form

Put $n_i=(1+s_i)/2$ with $s_i=\pm1$. Each bond gives

$$-\epsilon n_in_j=-\frac{\epsilon}{4}(1+s_i+s_j+s_is_j).$$

There are $2N$ bonds, and every site belongs to four of them. Summing, and adding $-\mu n_i=-\mu(1+s_i)/2$,

$$H=-J\sum_{\langle ij\rangle}s_is_j-h\sum_is_i-\frac N2(\epsilon+\mu),\qquad J=\frac{\epsilon}{4},\quad h=\epsilon+\frac{\mu}{2}.$$

Reversing all spins exchanges coverage $\theta$ with $1-\theta$ and is a symmetry when $h=0$. Dense and dilute phases therefore have equal grand potential at

$$\mu=-2\epsilon .$$

The "ordering" of this attractive gas is condensation into dense islands and a dilute adatom gas. The coexistence value of $\mu$ is the same in both theories below; what differs is the temperature at which coexistence ends.

### (b) Mean field

Mean field treats the sites as independent, each occupied with probability $\theta$. Two bonds per site give the energy $-2\epsilon\theta^2$, so the free energy per site is

$$f=-2\epsilon\theta^2+kT[\theta\ln\theta+(1-\theta)\ln(1-\theta)].$$

A uniform layer becomes unstable when the curvature vanishes:

$$f''=-4\epsilon+\frac{kT}{\theta(1-\theta)}=0\quad\Rightarrow\quad kT=4\epsilon\,\theta(1-\theta).$$

The largest such temperature, at $\theta=1/2$, is the critical one:

$$kT_c^{\rm MF}=\epsilon .$$

For the coexisting coverages, minimize $f-\mu\theta$ at $\mu=-2\epsilon$:

$$-4\epsilon\theta+2\epsilon+kT\ln\frac{\theta}{1-\theta}=0 .$$

With $m=2\theta-1$ the first two terms are $-2\epsilon m$ and the logarithm is $2\,\mathrm{artanh}\,m$, hence

$$m=\tanh\frac{\epsilon m}{kT}.$$

Nonzero solutions exist when the slope $\epsilon/kT$ at the origin exceeds one, which is again $kT<\epsilon$.

### (c) Exact solution

**Transfer matrix.** Let $K=J/kT$ and $h=0$, and take rows of $L$ sites, $L$ even. The bonds between two rows contribute, at each site, the matrix

$$e^{K}+e^{-K}\sigma^x=A\,e^{K^*\sigma^x}.$$

Comparing coefficients, $A\cosh K^*=e^K$ and $A\sinh K^*=e^{-K}$. Thus

$$\tanh K^*=e^{-2K},\qquad A^2=e^{2K}-e^{-2K}=2\sinh2K,$$

and it follows that $\sinh2K\sinh2K^*=1$ and $\cosh2K^*=\coth2K$. With the bonds inside a row included, the transfer matrix is, up to a similarity transformation,

$$V=A^L\,e^{X}e^{Y},\quad X=K^*\sum_j\sigma^x_j,\quad Y=K\sum_j\sigma^z_j\sigma^z_{j+1}.$$

**Fermions.** Define

$$a_j=\Big(\prod_{l<j}\sigma^x_l\Big)\sigma^z_j,\qquad b_j=\Big(\prod_{l<j}\sigma^x_l\Big)\sigma^y_j .$$

These operators are Hermitian, square to one and anticommute with each other. Multiplying them out gives $\sigma^x_j=ia_jb_j$ and $\sigma^z_j\sigma^z_{j+1}=ib_ja_{j+1}$. Across the boundary, $\sigma^z_L\sigma^z_1=-P\,ib_La_1$, where $P=\prod_j\sigma^x_j=\pm1$ commutes with $V$. The fermions are therefore antiperiodic for $P=+1$, with momenta $q$ equal to half-odd multiples of $2\pi/L$, and periodic for $P=-1$, with integer multiples.

In each sector, replace $P$ in the boundary bond by its value $\pm1$. Then $Y$ is quadratic in the fermions, and only those of its states with that value of $P$ are kept at the end. With this replacement the commutators are linear in the operators:

$$[X,a_j]=-2iK^*b_j,\quad [X,b_j]=2iK^*a_j,$$
$$[Y,b_j]=-2iKa_{j+1},\quad [Y,a_{j+1}]=2iKb_j .$$

Conjugation by $e^X$ or $e^Y$ thus mixes $a_q$ and $b_q$ at each momentum. With $c=\cosh2K$, $s=\sinh2K$, and $c_*,s_*$ the same functions of $K^*$, the mixing matrices are

$$R_X=\begin{pmatrix}c_*&is_*\\-is_*&c_*\end{pmatrix},\qquad R_Y=\begin{pmatrix}c&-ie^{iq}s\\ ie^{-iq}s&c\end{pmatrix}.$$

Both have determinant one, so their product has eigenvalues $e^{\pm\varepsilon_q}$. Half its trace is

$$\cosh\varepsilon_q=cc_*-ss_*\cos q .$$

Since $ss_*=1$ and $cc_*-ss_*=\cosh2(K-K^*)$, subtracting one gives

$$\cosh\varepsilon_q-1=2\sinh^2(K-K^*)+2\sin^2\frac q2 .\qquad(1)$$

**Eigenvalues.** The $2L$ operators form $L$ fermion modes, one per $q$. The exponents $X$ and $Y$ are traceless, so each mode contributes $\pm\varepsilon_q/2$ to $\ln\Lambda$, with no further constant beyond $L\ln A$.

The value of $P$ decides which signs are allowed. As $K\to0$, $V$ reduces to $A^Le^X$. Its top state has every $\sigma^x=+1$, so $P=+1$ and all signs are positive. The half-odd momenta never include $q=0$, so no $\varepsilon_q$ vanishes and this assignment holds at all $K$:

$$\ln\Lambda_+=L\ln A+\frac12\sum_{\text{half-odd}}\varepsilon_q .$$

For $P=-1$ one $\sigma^x$ must be reversed, which costs least in the mode $q=0$. By (1) its energy is $2|K-K^*|$. The negative sign at small $K$, where $K<K^*$, gives a contribution $K-K^*$, and this continues smoothly through zero:

$$\ln\Lambda_-=L\ln A+\frac12\sum_{\text{integer},\,q\ne0}\varepsilon_q+(K-K^*).$$

**Critical point.** For a wide strip the free energy per site is $-kT\ln\lambda$, apart from the constant in $H$, where $\lambda=\Lambda_+^{1/L}$ and

$$\ln\lambda=\frac12\ln(2\sinh2K)+\frac1{4\pi}\int_{-\pi}^{\pi}\varepsilon_q\,dq .\qquad(2)$$

By (1), $\varepsilon_q$ can vanish only at $q=0$ and $K=K^*$. This is the one possible singularity at nonzero temperature.

On its high-temperature side, $K<K^*$, the $q=0$ term missing from the integer sum is $\tfrac12\varepsilon_0=K^*-K$. With this term restored, the two momentum sums approach the same integral. So $\ln\Lambda_-$ lies below $\ln\Lambda_+$ by the missing term and by the explicit $K^*-K$, and $\ln(\Lambda_+/\Lambda_-)\to2(K^*-K)$. Since $\sigma^z$ changes $P$, correlations along a lattice axis decay with the finite length

$$\xi=\frac{1}{2(K^*-K)}\ \text{sites}.\qquad(3)$$

On the low-temperature side the explicit term $K-K^*$ equals the missing $\tfrac12\varepsilon_0$, so the two eigenvalues become degenerate as $L\to\infty$. At $T\to0$ this degeneracy is that of the full and the empty layer, and no singularity intervenes before $K=K^*$, so coexistence ends there. Setting $K=K^*$ in $\sinh2K\sinh2K^*=1$,

$$\sinh2K_c=1,\qquad K_c=\tfrac12\ln(1+\sqrt2)=0.4407,$$

$$kT_c=\frac{\epsilon}{4K_c}=\frac{\epsilon}{2\ln(1+\sqrt2)}=0.5673\,\epsilon .$$

The ratio of the two results is

$$\frac{T_c^{\rm MF}}{T_c}=2\ln(1+\sqrt2)=1.763 .$$

Mean field is 76% too high relative to the exact value; equivalently, the exact value lies 43% below mean field.

### (d) The missing correlation, and the low-temperature limit

There are two bonds per site, so $d\ln\lambda/dK=2\langle s_is_j\rangle$ for neighbours. The first term of (2) gives $\coth2K$. In the second,

$$\frac{\partial\varepsilon_q}{\partial K}=\frac{1}{\sinh\varepsilon_q}\frac{d}{dK}\Big(\sinh2K+\frac1{\sinh2K}\Big)=\frac{2\cosh2K}{\sinh\varepsilon_q}\Big(1-\frac{1}{\sinh^22K}\Big).$$

The bracket vanishes linearly at $K_c$, while the integral of $1/\sinh\varepsilon_q$ grows only logarithmically, so this term drops out. Since $\cosh2K_c=\sqrt2$,

$$\langle s_is_j\rangle_c=\tfrac12\coth2K_c=\frac1{\sqrt2}.$$

At $\theta=1/2$ the neighbour of an occupied site is then occupied with probability $(1+0.707)/2=0.854$. Uniform mean field assigns 0.5. The true one-phase layer already gains much of the attraction by forming clusters. Mean field denies it this gain, and so makes separation look favourable at too high a temperature.

As $T\to0$ the relative error in the dilute coverage disappears, though slowly: mean field is still 22% low at $kT=0.36\,\epsilon$ and 4% low at $0.22\,\epsilon$. At $\mu=-2\epsilon$, a cluster of $k$ atoms with $b$ bonds costs $(2k-b)\epsilon$. Single atoms cost $2\epsilon$; pairs cost $3\epsilon$, have two orientations per site and hold two atoms each. Hence

$$\theta_{\rm dilute}=e^{-2\epsilon/kT}+4e^{-3\epsilon/kT}+\dots$$

The mean-field equation, written as $\theta=1/(1+e^{2\epsilon|m|/kT})$ with $|m|\to1$, has the same first term. It has no $e^{-3\epsilon/kT}$ term, because independent sites do not form pairs preferentially.

### (e) Numbers at 850 K

Here $\epsilon/k=1393$ K, so

$$T_c^{\rm MF}=1393\ \text{K},\qquad T_c=0.5673\times1393\ \text{K}=790\ \text{K}.$$

The overestimate is 603 K, and 850 K lies between the two values.

**Mean field.** With $kT/\epsilon=0.610$, solving $m=\tanh(m/0.610)$ numerically gives coexisting coverages 0.05 and 0.95. As the reservoir pressure carries $\mu$ through $-2\epsilon=-0.24$ eV, the coverage should jump between them.

**Exact theory.** The temperature is 7.6% above $T_c$, so there is one phase and no jump. The isotherm is continuous but steep: in Monte Carlo simulation the coverage runs from about 0.2 to 0.8 as $\mu$ goes from 2 meV below to 2 meV above $-2\epsilon$, a pressure change of under 6%, so a coarse measurement could still mistake it for a jump. With $K=0.4096$ and $K^*=0.4732$, equation (3) gives

$$\xi=\frac1{2(0.4732-0.4096)}\approx7.9\ \text{sites}\approx3.1\ \text{nm}.$$

The layer is far from random. Differentiating (2) numerically shows that 79% of neighbouring sites are alike, against 50% for independent sites at half coverage.

A heat-bath Monte Carlo simulation of $64\times64$ sites at $\mu=-2\epsilon$ shows the difference directly. At 850 K, averaged over 10,000 sweeps after 2,000 were discarded, a layer started full has mean coverage 0.50 and one started empty 0.51. At 700 K, over 2,000 sweeps after 1,000 discarded, the two starts stay apart at 0.954 and 0.047. Mean field gives 0.022 for the dilute phase at 700 K, about half the simulated value; the pair term in (d) is 0.010 here and covers about 40% of the deficit, so higher-order terms still matter at this temperature.

### (f) Neglected effects and the real surface

Each change below is made alone, with the other parameters held fixed.

- **Anisotropic bonds.** Repeating (c) with $K_x$ within rows and $K_y$ between them gives the condition $\sinh2K_x\sinh2K_y=1$. Bonds of 0.16 and 0.08 eV, with the mean still 0.12 eV, lower $T_c$ by 3.6% to 762 K. Mean field depends on the mean alone and does not move.
- **Second neighbours.** An attraction of 0.012 eV along the diagonals raises $T_c$ by 14%, to about 900 K. This was found by diagonalizing transfer matrices of strips 7 and 8 sites wide and finding where $L\ln(\Lambda_+/\Lambda_-)$ agrees. The shift is taken relative to the same estimate without the extra attraction; strips of 5 and 6 sites change it by 0.2 percentage points.
- **Three-body attraction.** Let each right-angled trio gain $w=0.006$ eV. Expanding $n_in_jn_k$ in spins, the even part replaces $\epsilon$ by $\epsilon+2w$ and adds a diagonal attraction $w$. The odd part, after $\mu$ is readjusted, affects $T_c$ only at order $w^2$, because reversing its sign is equivalent to reversing all spins. The same strip method with the even part gives a rise of 17%, to about 924 K; keeping the odd part as well adds about 1 K.
- **Vibrations.** If each bond raises the frequency of one classical mode by 10%, the weight of the bond becomes $e^{\epsilon/kT}/1.1$. Then $kT_c=\epsilon/(4K_c+\ln1.1)$, or about 750 K, 5% lower.
- **Terraces.** On a terrace 50 sites (20 nm) wide, $\xi$ reaches the width at 799 K, so finite width alone smears the transition over some 10 to 20 K. This uses the correlation length of the infinite lattice. If sites at the terrace edges lack neighbours, the transition also moves to lower temperature and higher $\mu$. That shift is not included here and may be larger than the smearing.
- **Error in $\epsilon$.** Since $T_c\propto\epsilon$, an error of 0.02 eV moves $T_c$ by 132 K.

The temperature and the site spacing are round values of the size met in molecular-beam epitaxy on GaAs(001). The value of $\epsilon$ is a model parameter, not a property of GaAs. The real surface is reconstructed and its two in-plane directions are inequivalent, which breaks the isotropy assumed here; for the 2:1 ratio above this costs 28 K. Growth flux and changes of reconstruction lie outside the model and have not been sized.

The one-phase verdict at 850 K thus belongs to the nearest-neighbour model. Its margin is only 60 K, and either weak extra attraction would reverse it. For a real surface, the longer-ranged and many-body energies must be known to a few thousandths of an eV before such a verdict can be trusted: by the shifts above, about 0.007 eV along the diagonals or 0.003 eV per trio already uses up the margin. Each shift is nevertheless much smaller than the 603 K error that mean field makes with the interactions fixed.
